# Spin scaling of exchange and the gradient variables s and x

A semilocal exchange functional can be written first for a spin-unpolarized density, in terms of Perdew's reduced gradient \(s\). Becke's B88 functional uses instead a gradient variable \(x_\sigma\) for each spin. This problem derives the relation that carries exchange from unpolarized to polarized densities, and from it the conversion between the two variables.

Hartree atomic units are used. The electrons repel through \(W=\sum_{i<j}1/|\mathbf r_i-\mathbf r_j|\). Spins are collinear, there is no spin-orbit coupling, and the numbers \(N_\uparrow,N_\downarrow\) are integers. Let \(\Phi\) be the ground-state determinant of non-interacting electrons in local potentials \(v_\uparrow,v_\downarrow\), chosen so that \(\Phi\) has the spin densities \(n_\uparrow,n_\downarrow\). In each spin channel a gap separates occupied from empty orbitals. With \(n=n_\uparrow+n_\downarrow\), the exchange energy is defined by

\[
E_x[n_\uparrow,n_\downarrow]=\langle\Phi|W|\Phi\rangle-U[n],\qquad
U[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

With one argument, \(E_x[n]\) means the unpolarized value \(E_x[n/2,n/2]\).

## (a) Exchange and the two spin channels

**Express \(E_x\) through the orbitals, and show whether electrons of opposite spin contribute.**

Let \(\psi_p\) be the \(N\) occupied, orthonormal spin orbitals, and let \(1,2\) denote space and spin coordinates. The determinant is a sum over permutations \(P\), with prefactor \(1/\sqrt{N!}\) and signs \(\pm1\). Since electrons are identical, \(\langle W\rangle\) is \(N(N-1)/2\) times the mean of \(1/r_{12}\).

Integrating over electrons \(3,\dots,N\) leaves only pairs of permutations that place the same orbitals on those electrons. The two permutations are then equal, or differ by exchanging the orbitals of electrons 1 and 2, which gives a minus sign. Each ordered pair \(p\ne q\) on electrons 1 and 2 occurs \((N-2)!\) times. The prefactor is therefore

\[
\frac{N(N-1)}2\,\frac{(N-2)!}{N!}=\frac12,
\]

and

\[
\langle W\rangle=\frac12\sum_{p,q}\iint
\frac{|\psi_p(1)|^2|\psi_q(2)|^2-\psi_p^*(1)\psi_q^*(2)\psi_q(1)\psi_p(2)}{r_{12}}\,d1\,d2 .
\]

The terms \(p=q\) may be included because their two parts cancel. The first part sums to \(U[n]\). In the second, the spin sum over electron 1 vanishes unless \(p\) and \(q\) have the same spin. Define, with spatial orbitals \(\phi_{i\sigma}\),

\[
\rho_\sigma(\mathbf r,\mathbf r')=\sum_{i=1}^{N_\sigma}\phi_{i\sigma}(\mathbf r)\phi^*_{i\sigma}(\mathbf r').
\]

The remaining double sum over orbitals is \(|\rho_\sigma(\mathbf r,\mathbf r')|^2\), so

\[
E_x=-\frac12\sum_\sigma\iint
\frac{|\rho_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

Opposite spins do not contribute. This depends on each orbital having a definite spin. With spin-orbit coupling or non-collinear spins, orbitals can have both components, and the separation fails.

## (b) What the density of one channel determines

**The formula contains orbitals. Show that each term is nevertheless a functional of \(n_\sigma\) alone, the same one for both spins.**

The non-interacting Hamiltonian is a sum of an up part and a down part. Its ground state at fixed \(N_\uparrow,N_\downarrow\) fills the lowest \(N_\sigma\) orbitals of \(-\tfrac12\nabla^2+v_\sigma\) in each channel. Let \(D\) be the determinant of the \(N_\sigma\) occupied spatial orbitals.

Suppose another potential \(v'_\sigma\) had a non-degenerate ground-state determinant \(D'\), different from \(D\) by more than a phase, with the same density \(n_\sigma\). Let \(T\) be the kinetic-energy operator. Because \(D\) is the non-degenerate ground state for \(v_\sigma\),

\[
\langle D|T|D\rangle+\int v_\sigma n_\sigma\,d^3r
<\langle D'|T|D'\rangle+\int v_\sigma n_\sigma\,d^3r .
\]

The potential terms are equal and cancel, so \(\langle D|T|D\rangle<\langle D'|T|D'\rangle\). The same argument with \(v'_\sigma\) gives the opposite inequality. This is a contradiction, so \(n_\sigma\) fixes \(D\) up to a phase.

It also fixes \(\rho_\sigma\), which is \(N_\sigma\) times the integral of \(DD^*\) over all but one electron; the phase cancels. Kinetic energy and repulsion do not depend on spin, so the rule leading from density to exchange energy is the same for both channels:

\[
E_x[n_\uparrow,n_\downarrow]=K[n_\uparrow]+K[n_\downarrow],\qquad
K[n_\sigma]=-\frac12\iint\frac{|\rho_\sigma|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

Without the gap, several determinants may compete and \(\rho_\sigma\) need not be unique. Degenerate ground states would need a further prescription.

## (c) The spin-scaling relation

**Eliminate \(K\) in favour of the unpolarized functional.**

Take the potential \(v_\sigma\) of one channel and let electrons of both spins move in it, \(N_\sigma\) of each. The ground state occupies each of the same lowest orbitals twice. The gap keeps it non-degenerate, and its total density is \(2n_\sigma\). By part (b),

\[
E_x[2n_\sigma]=E_x[n_\sigma,n_\sigma]=2K[n_\sigma],
\qquad K[n_\sigma]=\tfrac12E_x[2n_\sigma].
\]

Inserting this for each spin gives the Oliver-Perdew relation

\[
\boxed{E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow].}
\]

Two cases check the factors. If \(n_\uparrow=n_\downarrow=n/2\), the right side is \(E_x[n]\), as it must be. For one up electron, \(|\rho_\uparrow|^2=n(\mathbf r)n(\mathbf r')\), so \(E_x=-U[n]\) and exchange cancels the self-repulsion. For the doubled density, exchange is \(2K[n]=-2U[n]\), and half of it is again \(-U[n]\).

The proof uses a single determinant that separates into channels. It says nothing about correlation, which also involves opposite spins.

The numerical check tests the relation on a six-site lattice with three up electrons and one down electron in different potentials. The hopping between neighbouring sites is \(-1\) hartree, and the repulsion between sites \(d\) spacings apart is the softened form \(1/\sqrt{d^2+1}\) hartree; parts (a) to (c) use only that the repulsion is a spin-independent pair interaction, so they hold for this form too. Each doubled density is inverted to a potential without using the original one, and repulsion is summed over electron configurations. The results are \(E_x[2n_\uparrow]=-2.477436\) and \(E_x[2n_\downarrow]=-0.724299\) hartree, so

\[
\tfrac12(-2.477436-0.724299)=-1.600868\ \text{hartree},
\]

which agrees with the directly calculated \(E_x[n_\uparrow,n_\downarrow]\).

## (d) From \(s\) to \(x_\sigma\)

**The two reduced gradients are**

\[
s[n]=\frac{|\nabla n|}{2k_Fn},\quad k_F=(3\pi^2n)^{1/3},
\qquad x_\sigma=\frac{|\nabla n_\sigma|}{n_\sigma^{4/3}}.
\]

**Which \(s\) does spin scaling require, and how is it related to \(x_\sigma\)?**

The relation evaluates the unpolarized functional at \(2n_\sigma\), so the required variable is \(s[2n_\sigma]\). Inserting \(k_F\) in the definition gives \(s[n]=|\nabla n|/\big(2(3\pi^2)^{1/3}n^{4/3}\big)\). Replacing \(n\) by \(2n_\sigma\) multiplies the gradient by 2 and the power of the density by \(2^{4/3}\):

\[
s[2n_\sigma]=\frac{2|\nabla n_\sigma|}{2(3\pi^2)^{1/3}\,2^{4/3}n_\sigma^{4/3}}
=\frac{x_\sigma}{2(3\pi^2)^{1/3}\,2^{1/3}} .
\]

Since \((3\pi^2)^{1/3}2^{1/3}=(6\pi^2)^{1/3}\),

\[
\boxed{s[2n_\sigma]=\frac{x_\sigma}{2(6\pi^2)^{1/3}}=\frac{x_\sigma}{7.7956}.}
\]

The factor has a direct meaning. In a uniform gas, one spin channel fills a sphere of radius \(k_{F\sigma}\) in wave-vector space, with one state per volume \((2\pi)^3\) for unit volume of gas:

\[
n_\sigma=\frac{1}{(2\pi)^3}\frac{4\pi}{3}k_{F\sigma}^3=\frac{k_{F\sigma}^3}{6\pi^2},
\qquad k_{F\sigma}=(6\pi^2n_\sigma)^{1/3}.
\]

Thus \(s[2n_\sigma]=|\nabla n_\sigma|/(2k_{F\sigma}n_\sigma)\): the gradient is measured on the length scale of its own channel.

The shorthand \(s=x/7.7956\) is therefore a statement about the doubled spin density. For an unpolarized system \(2n_\sigma=n\), and this \(s\) is also that of the total density. For a fully polarized system \(n=n_\uparrow\), so

\[
s[n]=\frac{x_\uparrow}{2(3\pi^2)^{1/3}}=\frac{x_\uparrow}{6.1873},
\qquad \frac{s[2n_\uparrow]}{s[n]}=2^{-1/3}=0.7937 .
\]

## (e) A gradient functional in both languages

**Find the exchange energy density of one uniform spin channel. Then convert a functional with enhancement factor \(F(s)\) to per-spin form, and write Becke's B88 functional in terms of \(s\).**

For plane waves, with \(u=|\mathbf r-\mathbf r'|\) and \(y=k_{F\sigma}u\),

\[
\rho_\sigma(u)=\frac1{(2\pi)^3}\int_{k<k_{F\sigma}}e^{i\mathbf k\cdot\mathbf u}d^3k
=\frac{1}{2\pi^2u}\int_0^{k_{F\sigma}}k\sin(ku)\,dk
=\frac{\sin y-y\cos y}{2\pi^2u^3}.
\]

With \(j_1(y)=(\sin y-y\cos y)/y^2\) and \(k_{F\sigma}^3=6\pi^2n_\sigma\), this is \(\rho_\sigma=3n_\sigma j_1(y)/y\). The exchange energy per volume is then

\[
-\frac12\int_0^\infty4\pi u^2\,\frac{9n_\sigma^2j_1^2}{y^2u}\,du
=-\frac{18\pi n_\sigma^2}{k_{F\sigma}^2}\int_0^\infty\frac{j_1^2}{y}\,dy,
\]

because \(u\,du=y\,dy/k_{F\sigma}^2\).

To evaluate the integral, let \(j_0=\sin y/y\). Differentiation gives \(j_0'=-j_1\) and \(j_1'=j_0-2j_1/y\). Hence

\[
(j_1^2)'=2j_0j_1-\frac{4j_1^2}{y}=-(j_0^2)'-\frac{4j_1^2}{y}.
\]

Integrate from zero to infinity. The function \(j_1\) vanishes at both ends, while \(j_0\) falls from 1 to 0. This gives \(0=1-4\int_0^\infty j_1^2/y\,dy\), so the integral is \(1/4\). The energy density is \(-Cn_\sigma^{4/3}\), with

\[
C=\frac{9\pi}{2(6\pi^2)^{2/3}}
=\frac32\left(\frac3{4\pi}\right)^{1/3}=0.9305 .
\]

The two forms agree because both have the cube \(81/(32\pi)\).

For an unpolarized uniform density, the two channels give \(-2C(n/2)^{4/3}=-2^{-1/3}Cn^{4/3}\). A generalized gradient approximation (GGA) multiplies this by \(F\):

\[
E_x^{\rm GGA}[n]=-2^{-1/3}C\int n^{4/3}F(s[n])\,d^3r .
\]

Apply spin scaling. The numerical factor for each spin is \(\tfrac12\,2^{-1/3}\,2^{4/3}=1\), so

\[
E_x^{\rm GGA}[n_\uparrow,n_\downarrow]
=-C\sum_\sigma\int n_\sigma^{4/3}F\!\left(\frac{x_\sigma}{7.7956}\right)d^3r .
\]

B88 has the per-spin form

\[
E_x^{\rm B88}=-\sum_\sigma\int n_\sigma^{4/3}
\left[C+\frac{\beta x_\sigma^2}{1+6\beta x_\sigma\operatorname{arsinh}x_\sigma}\right]d^3r,
\qquad \beta=0.0042 .
\]

Taking out \(C\) identifies its enhancement factor:

\[
F_{\rm B88}(s)=1+\frac{\beta}{C}\,\frac{x^2}{1+6\beta x\operatorname{arsinh}x},
\qquad x=7.7956\,s .
\]

For small \(s\) the denominator tends to 1, and \(F_{\rm B88}\approx1+as^2\) with

\[
a=\frac{7.7956^2\times0.0042}{0.9305}=0.2743 .
\]

The PBE factor is \(F_{\rm PBE}=1+\kappa-\kappa/(1+\mu s^2/\kappa)\), with \(\kappa=0.804\) and \(\mu=0.2195\); its small-\(s\) coefficient is \(\mu\). B88 thus starts with the larger curvature, but at \(s=1\) the factors are close: 1.1781 for B88 and 1.1724 for PBE.

## (f) The sodium atom

**A free Na atom has six up and five down electrons. Use it to test the conversion and to compare \(s[2n_\uparrow]\) with \(s[n]\).**

The densities come from an unrestricted Hartree-Fock (UHF) calculation in the def2-TZVP basis. PBE and B88 exchange are evaluated on these fixed densities. For PBE, the doubled densities give

\[
\tfrac12(-14.0810-13.8192)=-13.9501\ \text{hartree}=-379.60\ \text{eV}.
\]

For B88,

\[
\tfrac12(-14.1572-13.9025)=-14.0298\ \text{hartree}.
\]

In both cases a separate spin-polarized library evaluation and the per-spin formula of part (e) give the same energy to the digits shown. For PBE, whose per-spin formula contains \(x_\sigma/7.7956\), this tests the conversion factor inside a complete functional. The B88 per-spin formula is written directly in \(x_\sigma\); for it the factor is tested separately, by comparing \(F_{\rm B88}\) at \(x=7.7956\,s\) with the library enhancement factor at five values of \(s\).

The Fock exchange energy of the UHF determinant is \(-14.0159\) hartree. Relative to its magnitude, PBE is 0.47% less negative and B88 is 0.10% more negative. The Fock value is a reference for this determinant, not the exact Kohn-Sham exchange energy: the orbitals are Hartree-Fock orbitals in a finite basis, and the calculation omits correlation and relativity. The last digits depend on the basis: in def2-QZVPP the Fock, PBE and B88 values are lower by about 0.0016, 0.0005 and 0.0006 hartree, and the two percentages become 0.48% and 0.09%.

Two wrong procedures give errors of different origin. The first ignores the spin polarization. The second uses the wrong conversion factor, which causes an error even when \(n_\uparrow=n_\downarrow\). Inserting the total density in the unpolarized PBE functional gives \(-13.9376\) hartree, an error of \(+0.0125\) hartree relative to spin-polarized PBE. Keeping the per-spin formula but dividing \(x_\sigma\) by 6.1873 gives \(-14.4726\) hartree, an error of \(-0.5225\) hartree, or 3.7% of the PBE exchange energy. The sign follows from the formula: the smaller divisor raises every \(s\) by \(2^{1/3}\), and \(F_{\rm PBE}\) increases with \(s\). In def2-QZVPP the two errors are \(+0.0128\) and \(-0.5223\) hartree.

The local variables along a radius are:

| \(r\) (bohr) | \(x_\uparrow\) | \(s[2n_\uparrow]\) | \(s[n]\) | ratio |
|---:|---:|---:|---:|---:|
| 0.5 | 2.837 | 0.364 | 0.364 | 0.999 |
| 1.0 | 7.142 | 0.916 | 0.916 | 1.000 |
| 2.0 | 11.421 | 1.465 | 2.107 | 0.695 |
| 3.0 | 4.537 | 0.582 | 0.861 | 0.676 |
| 4.0 | 6.450 | 0.827 | 1.046 | 0.791 |
| 6.0 | 15.255 | 1.957 | 2.466 | 0.794 |

At 6 bohr, for example, \(15.255/7.7956=1.957\). The entries belong to the def2-TZVP densities and are not converged to the digits shown. In def2-QZVPP \(x_\uparrow\) changes by about 1% at 0.5, 1, 2 and 6 bohr and by about 6% at 3 and 4 bohr, the ratio at 3 bohr becomes 0.691, and the down density at 6 bohr falls to about \(5\times10^{-6}\) of the up density; the pattern of the ratio column is unchanged. The core is nearly unpolarized, and the ratio of the two \(s\) values is close to 1. At 6 bohr the down density in this basis is only about \(3\times10^{-5}\) of the up density, and the ratio has reached the fully polarized limit 0.794.

At the tabulated radii from 2 to 4 bohr the ratio falls below both limits. The definitions explain how:

\[
\frac{s[2n_\uparrow]}{s[n]}
=2^{-1/3}\,\frac{|\nabla n_\uparrow|}{|\nabla n|}
\left(\frac{n}{n_\uparrow}\right)^{4/3}.
\]

At 3 bohr, \(n_\uparrow=2.206\times10^{-3}\) and \(n_\downarrow=6.95\times10^{-5}\) bohr\(^{-3}\). Then \((n/n_\uparrow)^{4/3}=1.042\), and the tabulated ratio requires

\[
\frac{|\nabla n_\uparrow|}{|\nabla n|}=\frac{0.6759}{0.7937\times1.042}=0.82 .
\]

The down electrons supply 3% of the density but about 18% of its gradient (about 16% in def2-QZVPP), because their density falls steeply at the edge of the core. A local spin polarization close to one is therefore not enough for the fully polarized conversion: where \(n/n_\uparrow\approx1\), the formula gives the ratio 0.794 only if \(|\nabla n_\uparrow|/|\nabla n|\approx1\) as well.

## Computed results

```
conversion factor 2(6 pi^2)^(1/3) = 7.795554
total-density factor 2(3 pi^2)^(1/3) = 6.187335
lattice E_x[n_up,n_dn] = -1.60086772 hartree
lattice E_x[2n_up] = -2.47743600 hartree
lattice E_x[2n_dn] = -0.72429945 hartree
lattice half-sum = -1.60086772 hartree
integral of j1(y)^2/y = 0.2500000
per-spin uniform-gas coefficient C = 0.930526
B88 beta = 0.0042; PBE kappa = 0.804
B88 small-s coefficient = 0.27429
PBE small-s coefficient = 0.21951
at s = 1: x = 7.7956, F_B88 = 1.17807, F_PBE = 1.17244
Na atom, UHF/def2-TZVP
electrons by quadrature: up 6.000000, down 5.000000
UHF total energy = -161.851854 hartree
PBE E_x[n_up,n_dn] = -13.950114 hartree
PBE E_x[2n_up] = -14.080981 hartree
PBE E_x[2n_dn] = -13.819247 hartree
PBE half-sum = -13.950114 hartree
PBE per-spin formula = -13.950114 hartree
B88 E_x[n_up,n_dn] = -14.029817 hartree
B88 E_x[2n_up] = -14.157163 hartree
B88 E_x[2n_dn] = -13.902471 hartree
B88 half-sum = -14.029817 hartree
B88 per-spin formula = -14.029817 hartree
PBE exchange energy = -379.602 eV
PBE, polarization ignored = -13.937593 hartree
  error = +0.012521 hartree
PBE, total-density factor misused = -14.472648 hartree
  error = -0.522534 hartree
Fock exchange, up channel = -7.069722 hartree
Fock exchange, down channel = -6.946225 hartree
Fock exchange, total = -14.015948 hartree
r/bohr; n_up, n_dn/bohr^-3; x_up; s[2n_up]; s[n]; s ratio
0.5 1.4864e+00 1.4796e+00 2.8369 0.3639 0.3643 0.9990
1.0 2.0863e-01 2.0877e-01 7.1417 0.9161 0.9157 1.0005
2.0 5.9768e-03 3.3144e-03 11.4205 1.4650 2.1067 0.6954
3.0 2.2059e-03 6.9543e-05 4.5365 0.5819 0.8610 0.6759
4.0 1.1890e-03 8.0725e-07 6.4495 0.8273 1.0458 0.7911
6.0 2.3081e-04 6.3695e-09 15.2549 1.9569 2.4656 0.7937
fully polarized limit of s ratio = 0.7937
```
